# Removing occupied states from Lanczos core-level spectra by contour integration

## The result

A core-level absorption spectrum contains transitions into empty states alone. Lanczos recursion gives instead a Green function in which all one-electron states appear together, without resolving them individually. The occupied ones can be removed by an integral along a vertical line through the Fermi energy $E_F$.

Let $H\psi_f=\varepsilon_f S\psi_f$ be the PAW or ultrasoft eigenvalue problem in the presence of the core hole, with $\psi_f^\dagger S\psi_f=1$. Let $\phi$ be the projected dipole vector, defined below, and

$$G(z)=\phi^\dagger(zS-H)^{-1}\phi .$$

For a Lorentzian of half width $\gamma$ the wanted spectrum is

$$F_>(E)=\sum_{\varepsilon_f>E_F}|\psi_f^\dagger\phi|^2L(E-\varepsilon_f),\qquad L(x)=\frac{\gamma/\pi}{x^2+\gamma^2}.$$

With $z=E+i\gamma$, $\zeta=E_F+iy$ and any real $c<E_F$, it equals $F_>(E)=-\mathrm{Im}\,G_>(z)/\pi$, where

$$G_>(z)=-\frac1{2\pi}\int_{-\infty}^{\infty}dy\;\frac{G(\zeta)-G(z)\dfrac{z-c}{\zeta-c}}{z-\zeta}. \tag{1}$$

The formula holds on both sides of $E_F$ and at $E_F$ itself. It needs $G$ at complex energies, which a continued fraction supplies, and no eigenstates.

Energies are in hartree (Ha), $E$ is a final-state energy, and the photon-energy prefactor of the cross section is left out. The temperature is zero and $\gamma$ does not depend on the final state. $F_>$ is a one-electron spectrum in a static core-hole potential; the many-electron response that reshapes the threshold of a real metal is not included. Either no level lies at $E_F$, or a continuum with a regular density does.

## Two levels by hand

Take $S=1$, $E_F=0$ and

$$H=\begin{pmatrix}0&\Delta\\ \Delta&0\end{pmatrix},\qquad \phi=\begin{pmatrix}1\\0\end{pmatrix},\qquad \Delta>0 .$$

The levels are $\pm\Delta$, each with squared amplitude $1/2$. Hence

$$G(z)=\frac{1/2}{z-\Delta}+\frac{1/2}{z+\Delta}=\frac{z}{z^2-\Delta^2}=\frac{1}{z-\Delta^2/z}.$$

The last form is a continued fraction of depth two. The correct spectrum is $\tfrac12L(E-\Delta)$. Sharp truncation, which multiplies the broadened total by a step $\theta(E)$, gives $\tfrac12\theta(E)[L(E-\Delta)+L(E+\Delta)]$. It keeps the occupied level's tail above $E_F$ and deletes the empty level's tail below.

Now use only values on the imaginary axis, $G(iy)=-iy/(y^2+\Delta^2)$, and form

$$I(z)=\frac1{2\pi}\int_{-\infty}^\infty dy\,\frac{G(iy)}{z-iy}.$$

Multiplying numerator and denominator by $z+iy$ gives the numerator $-iyz+y^2$. The first term is odd in $y$ and integrates to zero, so

$$I(z)=\frac1{2\pi}\int_{-\infty}^\infty\frac{y^2\,dy}{(y^2+\Delta^2)(y^2+z^2)} .$$

For $\mathrm{Re}\,A,\mathrm{Re}\,B>0$, partial fractions and $\int dy/(y^2+A^2)=\pi/A$ give

$$\int\frac{y^2dy}{(y^2+A^2)(y^2+B^2)}=\frac{\pi A-\pi B}{A^2-B^2}=\frac{\pi}{A+B}.$$

Set $A=\Delta$. If $E>0$, then $B=z$ and $I=\tfrac12/(z+\Delta)$, which is the occupied part; subtracting it from $G$ leaves $\tfrac12/(z-\Delta)$. If $E<0$, then $B=-z$ and $I=\tfrac12/(\Delta-z)$, which is minus the empty part. Both cases read

$$G_>(z)=\theta(E)G(z)-I(z)=\frac{1/2}{z-\Delta}.$$

The integral repairs the sharp cut on both sides.

The example also shows a danger. If the recursion is stopped after one coefficient, the fraction is $1/z$: a single pole at $E_F$, neither occupied nor empty. How the fraction ends therefore matters for the cut.

## The general contour formula

For one level $\varepsilon$, evaluate

$$J_\varepsilon(z)=\frac1{2\pi i}\int_{E_F-i\infty}^{E_F+i\infty}\frac{d\zeta}{(\zeta-\varepsilon)(z-\zeta)} .$$

Since $d\zeta=i\,dy$, this is the integral $(1/2\pi)\int dy$ used above. The integrand falls as $|\zeta|^{-2}$, so the line may be closed by a large arc on the left, which makes a counterclockwise path. The residue at $\varepsilon$ is $1/(z-\varepsilon)$ and counts if $\varepsilon<E_F$. The residue at $\zeta=z$ is $-1/(z-\varepsilon)$, because $z-\zeta=-(\zeta-z)$, and counts if $E<E_F$. Thus

$$J_\varepsilon(z)=\frac{\theta(E_F-\varepsilon)-\theta(E_F-E)}{z-\varepsilon}. \tag{2}$$

Write $G=G_<+G_>$ for the occupied and empty parts. Summing (2) with weights $|\psi_f^\dagger\phi|^2$ gives $I=G_<-\theta(E_F-E)G$, and for $E\ne E_F$

$$G_>=G-G_<=\theta(E-E_F)G-I . \tag{3}$$

Near $E=E_F$ the integrand of $I$ is large around $y=\gamma$, and at $E_F$ its pole lies on the line. Subtract the known function $R(\zeta)=G(z)(z-c)/(\zeta-c)$, a single pole at $c<E_F$ chosen so that $R(z)=G(z)$. By (2), its line integral is

$$G(z)(z-c)\,\frac{1-\theta(E_F-E)}{z-c}=\theta(E-E_F)G(z).$$

This is the step term in (3). Therefore $G_>$ is minus the line integral of $G-R$, which is (1). The numerator vanishes at $\zeta=z$, so the integrand stays finite there, and continuity extends the formula to $E=E_F$.

Because $G(\zeta^*)=G(\zeta)^*$, only $y>0$ needs new values of $G$, and these values serve all $E$. The substitution $y=s(1+x)/(1-x)$, $dy=2s\,dx/(1-x)^2$, with $s$ a typical energy, maps the half line to $-1<x<1$ for Gauss–Legendre quadrature.

The same line gives the unoccupied weight. For one level,

$$\int_0^\infty dy\,\mathrm{Re}\frac1{E_F-\varepsilon+iy}=\int_0^\infty\frac{(E_F-\varepsilon)\,dy}{(E_F-\varepsilon)^2+y^2}=\frac\pi2\,\mathrm{sgn}(E_F-\varepsilon).$$

With total weight $W=W_<+W_>$, the sum over levels divided by $\pi$ is $(W_<-W_>)/2$, so

$$W_>=\frac W2-\frac1\pi\int_0^\infty dy\,\mathrm{Re}\,G(E_F+iy).$$

How wrong is a sharp cut? For a density $\rho$ that is flat over many widths,

$$F_>(E)=\rho\int_{E_F}^\infty L(E-\varepsilon)\,d\varepsilon=\rho\left[\frac12+\frac1\pi\arctan\frac{E-E_F}{\gamma}\right].$$

At the edge half of the broadened total survives, whereas a sharp cut keeps all of it just above $E_F$.

## Recursion with an overlap matrix

In PAW form the dipole vector is $\phi=\sum_i p_i m_i$, with projectors $p_i$ and dipole elements $m_i$ between the core state and the all-electron partial waves. This assumes that the core state lies inside the augmentation region and that the partial waves are complete enough there.

Completeness in the $S$ metric is $\sum_f\psi_f\psi_f^\dagger=S^{-1}$. Since $(zS-H)\psi_f=(z-\varepsilon_f)S\psi_f$,

$$(zS-H)\sum_f\frac{\psi_f\psi_f^\dagger}{z-\varepsilon_f}=S\,S^{-1}=1 .$$

So $G(z)=\sum_f|\psi_f^\dagger\phi|^2/(z-\varepsilon_f)$, as used above.

The operator $S^{-1}H$ is self-adjoint in the inner product $x^\dagger Sy$. Start from $q_0=S^{-1}\phi/\sqrt W$ with $W=\phi^\dagger S^{-1}\phi$, and iterate

$$b_{n+1}q_{n+1}=S^{-1}Hq_n-a_nq_n-b_nq_{n-1},\qquad a_n=q_n^\dagger Hq_n,$$

with $b_0=0$ and $b_{n+1}>0$ fixed by $q_{n+1}^\dagger Sq_{n+1}=1$. In this basis $S^{-1}H$ is a tridiagonal matrix $T$. Using $\phi^\dagger=\sqrt W\,q_0^\dagger S$,

$$G=\phi^\dagger(z-S^{-1}H)^{-1}S^{-1}\phi=W\,[(z-T)^{-1}]_{00}.$$

Eliminating the basis vectors from the far end gives

$$G(z)=\cfrac{W}{z-a_0-\cfrac{b_1^2}{z-a_1-\cdots-\cfrac{b_{N-1}^2}{z-a_{N-1}-\tau(z)}}} .$$

The tail $\tau$ stands for all coefficients not computed.

The inverse of $S=1+PQP^\dagger$, where the columns of $P$ are projectors and $Q$ is an invertible augmentation matrix, is

$$S^{-1}=1-PXP^\dagger,\qquad X=(Q^{-1}+P^\dagger P)^{-1}.$$

Indeed, $SS^{-1}-1=P[Q-(1+QP^\dagger P)X]P^\dagger$, and $(1+QP^\dagger P)X=Q(Q^{-1}+P^\dagger P)X=Q$. Only a matrix of the size of the projector set is inverted.

## Choosing the tail

**No tail.** With $\tau=0$, $G$ is a finite sum over the eigenvalues of the $N\times N$ matrix, the Ritz values. The contour then drops the Ritz poles below $E_F$ and keeps those above. A pole exactly at $E_F$ lies on the line, and symmetric integration about $y=0$ keeps half of its weight.

**Constant tail.** If the coefficients approach $a_\infty,b_\infty$, the tail reproduces itself: $\tau=b_\infty^2/(z-a_\infty-\tau)$. The root that decays at large $z$ is

$$\tau=\tfrac12\left[z-a_\infty-\sqrt{z-a_\infty-2b_\infty}\,\sqrt{z-a_\infty+2b_\infty}\right].$$

Its band runs over $a_\infty\pm2b_\infty$. For a spectrum without gaps between $E_{\min}$ and $E_{\max}$ one sets $a_\infty=(E_{\min}+E_{\max})/2$ and $b_\infty=(E_{\max}-E_{\min})/4$, or takes the last computed pair.

**Period-two tail.** Two separated bands of equal width call for a repeating pair $(a_A,b_A),(a_B,b_B)$:

$$\tau=\cfrac{b_A^2}{z-a_A-\cfrac{b_B^2}{z-a_B-\tau}} .$$

With $z_A=z-a_A$ and $z_B=z-a_B$, clearing the fractions gives $\tau[z_A(z_B-\tau)-b_B^2]=b_A^2(z_B-\tau)$, or

$$z_A\tau^2-(z_Az_B-b_B^2+b_A^2)\tau+b_A^2z_B=0 .$$

Choose the root with $\mathrm{Im}\,\tau<0$ for $\mathrm{Im}\,z>0$. This sign keeps $G$ free of poles off the real axis, which the contour argument requires. The tail must be evaluated at the same complex energy as the rest of the fraction: $z$ in one place, $\zeta$ on the line.

The effect of changing the tail has a closed form. A tail adds $\tau$ to the last diagonal element of $T$. Let $g$ and $g'$ be the first-to-last elements of the resolvents with tails $\tau$ and $\tau'$. The identity $A^{-1}-B^{-1}=A^{-1}(B-A)B^{-1}$ gives

$$G^{\tau}-G^{\tau'}=W\,g\,g'\,(\tau-\tau'). \tag{4}$$

With the exact tail as $\tau'$, this is the error. It is small if the corner elements are small, or if the tail is good.

## Convergence with depth

**Away from the real axis.** For $\tau=0$, cofactors give $g=b_1\cdots b_{N-1}/P_N$, with $P_N=\det(z-T_N)$. When the coefficients are nearly constant, $P_{n+1}=(z-a_\infty)P_n-b_\infty^2P_{n-1}$. Inserting $P_n=b_\infty^n\lambda^n$ gives

$$\lambda+\lambda^{-1}=2u,\qquad u=\frac{z-a_\infty}{2b_\infty},\qquad \lambda=u+\sqrt{u^2-1},$$

where $|\lambda|>1$ selects the growing solution. So $g\propto\lambda^{-N}$, and by (4) the unterminated error falls as $|\lambda|^{-2N}$.

Inside the band put $\lambda=e^{\kappa+i\vartheta}$, so that $u=\cosh(\kappa+i\vartheta)$. For small $\gamma$ the real part gives $\cos\vartheta\approx(E-a_\infty)/2b_\infty$ and the imaginary part $\kappa\sin\vartheta\approx\gamma/2b_\infty$. Hence

$$|G-G_N|\propto e^{-2N\kappa},\qquad \kappa\approx\frac{\gamma}{\sqrt{4b_\infty^2-(E-a_\infty)^2}} .$$

The depth needed grows as bandwidth over broadening.

**The cut in a metal.** The line crosses the continuum at $y=0$, where $\gamma$ no longer helps. Near $E_F$ the Ritz values are $a_\infty+2b_\infty\cos\vartheta_j$ with angles spaced by about $\pi/N$, so their energy spacing is

$$h\approx\frac{\pi}{N}\sqrt{4b_\infty^2-(E_F-a_\infty)^2}$$

and each carries weight about $\rho(E_F)h$. Each pole represents a cell of width $h$. A cut through a cell assigns all of it to one side, an error of at most half a cell at leading order. At $E=E_F$ this is multiplied by $L(0)=1/(\pi\gamma)$, so the error has the envelope

$$\frac{\rho(E_F)h}{2\pi\gamma}=\frac{\rho(E_F)}{2\gamma N}\sqrt{4b_\infty^2-(E_F-a_\infty)^2}, \tag{5}$$

valid for large $N$ and $h\ll\gamma$. The error jumps whenever a Ritz value crosses $E_F$ and shrinks only as $1/N$.

**The cut in a gap.** Take bands $[-B,-A]$ and $[A,B]$ with period-two coefficients. Over two steps the solutions of the recurrence, scaled by $b_Ab_B$, multiply by $\Lambda$ or $\Lambda^{-1}$, with

$$\Lambda+\Lambda^{-1}=\frac{(z-a_A)(z-a_B)-b_A^2-b_B^2}{b_Ab_B}.$$

In the bands this quadratic lies between $-2$ and $2$. It equals $2$ at $\pm B$ and $-2$ at $\pm A$, which fixes it as $2(2z^2-A^2-B^2)/(B^2-A^2)$. At $z=0$ its modulus is $2(A^2+B^2)/(B^2-A^2)$, solved by $|\Lambda|=(B+A)/(B-A)$. The corner element falls by this factor every two steps and its square by the same factor every step:

$$|G-G_N|_{z=0}\propto\exp\left[-N\ln\frac{B+A}{B-A}\right].$$

This holds along depths of one parity for which $P_N(0)$ follows the growing solution. It fails when the truncation puts a Ritz value at midgap: if all $a_n=0$, then $P_1(0)=0$ and $P_{n+1}(0)=-b_n^2P_{n-1}(0)$ give $P_N(0)=0$ for odd $N$. The eigenvector of that pole obeys $v_{2k+2}=-(b_{2k+1}/b_{2k+2})v_{2k}$, with $b_{2k+1}=(B+A)/2$ and $b_{2k+2}=(B-A)/2$ (the opposite order would give the infinite chain a level at $E_F$). It grows by $|\Lambda|$ every two sites, so its weight $Wv_0^2$ falls as $|\Lambda|^{-N}$. The cut therefore converges exponentially even without a tail. The broadened spectrum inside the bands is still limited by $\gamma$.

## Procedure

1. Run the $S$-metric recursion to depth $N$, keeping the vectors orthogonal.
2. Choose a tail that matches the bands: constant for one interval, period two for two equal intervals. Take the repeating pair from the last computed coefficients, in their order; the band edges alone do not fix it.
3. Evaluate $G$ on the half line $E_F+iy$ once, and at $E+i\gamma$ for each $E$.
4. Integrate (1) and take $-\mathrm{Im}/\pi$.
5. Increase $N$ by several successive values, since a single comparison may meet a favourable point of the sawtooth, and vary the number of line points.

A width $\gamma(E)$ that depends on the plotted energy is allowed, because (1) is derived separately for each $z$. A width that depends on $\varepsilon_f$ is not covered.

## Worked example: a metal and an insulator

Two semi-infinite chains with hopping $0.1$ Ha meet at an absorbing site that has one orbital per chain. These two orbitals are coupled by $0.05$ Ha and lowered by a core-hole potential of $-0.05$ Ha. They also serve as projectors, with $m=(0.8,0.6)$, taken as dimensionless, and $Q_{11}=0.3$, $Q_{12}=0.1$, $Q_{22}=0.2$. The total weight is

$$W=\frac{1.2(0.8)^2-2(0.1)(0.8)(0.6)+1.3(0.6)^2}{1.3\times1.2-0.1^2}=\frac{1.14}{1.55}=0.735 .$$

The half width is $\gamma=0.01$ Ha $=0.272$ eV. A chain with level $\varepsilon$ has the band $\varepsilon\pm0.2$ Ha. Levels $\pm0.1$ Ha give overlapping bands from $-0.3$ to $0.3$ Ha, a metal with $E_F=0.05$ Ha. Levels $\pm0.3$ Ha give bands $\pm[0.1,0.5]$ Ha, an insulator with $E_F=0$.

**Metal edge.** The spectra, in Ha$^{-1}$, are:

| $E-E_F$ (Ha) | exact | $N=80$ | sharp cut |
|---|---|---|---|
| $-0.02$ | 0.261 | 0.261 | 0 |
| $0$ | 1.078 | 1.078 | 2.378 |
| $0.02$ | 1.720 | 1.720 | 2.074 |
| $0.15$ | 0.463 | 0.463 | 0.494 |

The recursion uses the band-edge tail. At $E_F$ the retained fraction is $1.078/2.378=0.453$. It lies below one half because the occupied side contributes more, $2.378-1.078=1.30$. With a width of $10^{-5}$ Ha the fraction is $0.4998$, close to the flat-density limit. At $E-E_F=0.15$ Ha the sharp cut is still too high by $0.030$, or 7% of the exact value: the tail of the occupied states. With this tail, $s=0.1$ Ha and $c=E_F-0.2$ Ha, sixteen line points leave a quadrature error of only $6\times10^{-10}$ of the peak. The choice of $s$ matters: with $s=1$ Ha the same number of points leaves $3\times10^{-3}$. Without a tail a Ritz pole can lie close to the line and more points are needed: for $N=40$–$47$ sixteen points leave an error of up to 2% of the peak.

**Metal depth.** With $a_\infty=0$ and $b_\infty=0.15$ Ha, the root in (5) is $\sqrt{0.3^2-0.05^2}=0.296$ Ha. The error rate at $E_F+i\gamma$ is $2(0.01)/0.296=0.068$ per step, so a factor $10^{-3}$ costs $6.91/0.0676\approx102$ steps. That is the rate for the uncut $G$. For the unterminated cut, $\rho(E_F)=2.58$ Ha$^{-1}$ gives an envelope of

$$\frac{2.58\times0.296}{2\times0.01\,N}\approx\frac{38}{N}\ \text{Ha}^{-1}.$$

The largest measured $N\times$error for $N=200$–$299$ is $37.4$ Ha$^{-1}$. At $N=200$ the envelope is $0.19$ Ha$^{-1}$, 18% of the edge value.

The next table gives the largest error over the energy grid and over depths $N$ to $N+7$, relative to the peak of the exact retained spectrum.

| $N$ | no tail | last pair | band edges |
|---|---|---|---|
| 20 | 1.1 | 0.0077 | 0.0075 |
| 40 | 0.53 | 0.0016 | 0.0018 |
| 80 | 0.26 | 0.00034 | 0.00032 |
| 160 | 0.13 | 0.00007 | 0.00007 |

A constant tail removes most of the error, and neither way of choosing it wins throughout. What remains comes from coefficients that still ripple: $\max|b_n-b_\infty|$ is $5.9\times10^{-4}$ Ha for $n=41$–$80$ and $1.2\times10^{-4}$ Ha for $n=161$–$319$.

The ripple frequency follows from first-order perturbation theory. A deviation $\delta a_n$ changes $G$ by $W\,\delta a_n$ times the square of a resolvent element that varies as $e^{-in\vartheta}$. The change of $G$ is thus a Fourier series in $2\vartheta$. A band edge $E_v$ inside the spectrum makes $G$ non-analytic at $\cos\vartheta_v=(E_v-a_\infty)/2b_\infty$, which requires slowly decaying coefficients of frequency $2\vartheta_v$. For $E_v=0.1$ Ha this is $2\arccos(1/3)=2.46$ rad per step; the edge at $-0.1$ Ha gives the same frequency up to sign and $2\pi$. The measured peak is at $2.45$.

**Insulator.** The last $b_n$ alternate between $0.2008$ and $0.2988$ Ha and the last $a_n$ between $\pm0.020$ Ha, so a constant tail is the wrong model. The period-two tail repeats the last computed coefficients: $(a_A,b_A)=(a_{N-2},b_{N-2})$, $(a_B,b_B)=(a_{N-1},b_{N-1})$. The band edges impose only $a_A+a_B=0$, $b_Ab_B=(B^2-A^2)/4$ and $a_A^2+b_A^2+b_B^2=(A^2+B^2)/2$, three conditions on four numbers. A tail with $a_A=a_B=0$ and $b=0.3,\,0.2$ Ha has the same bands. For $N=40$–$43$ it leaves an error of up to $0.02$ of the peak if its larger and smaller $b$ continue the computed alternation, and of about $0.11$ to $0.14$ if they come in the reverse order. The errors below are measured as before, on a grid of 121 energies with spacing $0.008$ Ha. A grid ten times finer raises $0.53$, $0.22$ and $0.19$ to $0.54$, $0.23$ and $0.20$.

| $N$ | no tail | constant, outer edges | period two |
|---|---|---|---|
| 10 | 1.9 | 0.53 | 0.010 |
| 20 | 0.75 | 0.22 | $5\times10^{-5}$ |
| 40 | 0.19 | 0.075 | $2\times10^{-9}$ |

The constant tail puts states into the gap that do not exist, but their weight is small: near $N=40$ it is about $10^{-4}$ above $E_F$, and it contributes at most about $2\times10^{-3}$ of the peak. At all tabulated depths the largest error of the constant tail lies inside the upper band, near its lower edge, between $E=0.11$ and $0.16$ Ha. By (4), its error still decays through the corner elements, but $\tau-\tau'$ does not become small. With the period-two tail taken from the last coefficients, $\tau-\tau'$ becomes small as well.

The midgap rate is $\ln(0.6/0.4)=0.405$ per step, as measured. Accordingly, the unterminated unoccupied weight at $N=40$ is wrong by at most $1.1\times10^{-8}$ over eight successive depths, while the unterminated spectrum is wrong by about 20% of its peak. The occupied states have been separated correctly, but the continuum above the gap is still a row of partly resolved poles: at $N=40$ the 20 poles of the upper band give 14 separate maxima. In the metal the corresponding weight error is $0.024$.

The numerical check compares the contour formula with real-axis quadrature of the exact density for both systems, and with an explicit sum over eigenstates for a finite chain.

## Computed results

```
hopping 0.1 Ha, core-hole potential -0.05 Ha, chain mixing 0.05 Ha
augmentation overlap q11, q12, q22: 0.3 0.1 0.2
dipole elements m1, m2 (dimensionless): 0.8 0.6
half width gamma 0.01 Ha = 0.2721 eV
metal: chain levels (-0.1, 0.1) Ha, EF 0.05 Ha
insulator: chain levels (-0.3, 0.3) Ha, EF 0.0 Ha
finite chain, 60 orbitals: contour minus eigenstate sum 1.5e-13 1/Ha
metal: total weight 0.73548, unoccupied weight 0.21071
insulator: total weight 0.73548, unoccupied weight 0.33985
retained fraction at EF + 0 width, width 1e-5 Ha: 0.4998
retained fraction at EF + 1 width, width 1e-5 Ha: 0.7499
metal spectrum in 1/Ha: E-EF (Ha) | exact | Lanczos N=80 | sharp cut
   -0.05 | 0.08468 | 0.08468 | 0.00000
   -0.02 | 0.26103 | 0.26102 | 0.00000
   -0.01 | 0.49386 | 0.49384 | 0.00000
    0.00 | 1.07767 | 1.07772 | 2.37831
    0.01 | 1.60942 | 1.60948 | 2.23698
    0.02 | 1.72028 | 1.72031 | 2.07377
    0.05 | 1.32343 | 1.32346 | 1.45359
    0.15 | 0.46335 | 0.46335 | 0.49371
ratio exact/sharp at EF: 0.4531
16 contour points: error/peak 6.1e-10
32 contour points: error/peak 2.9e-14
64 contour points: error/peak 2.6e-14
metal error rate per step at EF+i*gamma: 0.06760, formula 0.06760
depth for a factor 1e-3 at that rate: 102 steps
midgap error rate per step: 0.40547, formula 0.40547
metal density at EF: 2.58152 1/Ha
max N*|error| at EF, N=200-299, no tail: 37.448 1/Ha, formula 38.181
max N*|error| at EF, N=200-290, band-edge tail: 1.19e-02 1/Ha
metal error/peak, worst of depths N..N+7: none | last pair | band edges
  N=20: 1.1e+00 | 7.7e-03 | 7.5e-03
  N=40: 5.3e-01 | 1.6e-03 | 1.8e-03
  N=80: 2.6e-01 | 3.4e-04 | 3.2e-04
  N=160: 1.3e-01 | 6.8e-05 | 7.4e-05
insulator error/peak, same measure: none | outer edges | period two
  N=10: 1.9e+00 | 5.3e-01 | 1.0e-02
  N=20: 7.5e-01 | 2.2e-01 | 5.1e-05
  N=40: 1.9e-01 | 7.5e-02 | 2.1e-09
  N=80: 2.2e-02 | 7.0e-03 | 3.2e-14
unoccupied-weight error, worst of N..N+7, no tail: metal | insulator
  N=20: 4.3e-02 | 4.2e-05
  N=40: 2.4e-02 | 1.1e-08
  N=80: 1.3e-02 | 9.8e-15
ripple frequency: 2.454 rad/step, from inner edge 2.462
metal asymptotic b: 0.150 Ha; max |b_n - b|: 5.9e-04 Ha (n=41-80), 1.2e-04 Ha (n=161-319)
insulator last four b_n (Ha): 0.20082 0.29877 0.20082 0.29877
```
